\section*{Breit energy of helium: mean field, correlation and the orbit-orbit term}

\section{The problem}

The Breit operator for two electrons is, in atomic units with $c=1/\alpha$,
\begin{equation}
B=-\tfrac12\,T_{ij}\,\alpha_{1i}\alpha_{2j},\qquad
T_{ij}=\frac{\delta_{ij}+n_in_j}{r_{12}},\qquad
\mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r_{12}} .
\label{B}
\end{equation}
Here $\alpha_{1i}$ and $\alpha_{2j}$ are Dirac matrices, $\alpha$ without an index is the fine-structure constant, and repeated indices are summed. The Breit energy of a state is $E_B=\langle B\rangle$, with the state determined by the Coulomb interaction alone. It is the first-order energy shift due to $B$.

Consider the ground state of helium with a fixed point nucleus. The coalescence density $D=\langle\delta(\mathbf r_1-\mathbf r_2)\rangle$ is $1.286$ \AA$^{-3}$ ($0.191$ atomic units) in the Hartree-Fock state and $0.718$ \AA$^{-3}$ ($0.106$ atomic units) in the correlated state. Find the Breit energy in the Dirac-Fock state and, to leading order in $\alpha$, in the correlated state.

Recoil and radiative corrections are left out. Relativistic corrections to the one-electron energies and to the Coulomb repulsion belong to the Dirac-Coulomb energy and are not part of $E_B$.

\section{A tempting solution}

For a spin singlet the magnetic interaction of the two spins reduces to a contact term, $2\pi\alpha^2\delta(\mathbf r_1-\mathbf r_2)$. What remains is the interaction of the orbital currents. The ground state has a real spatial wave function and zero angular momentum, so no orbital current flows, and this part is dropped. Then $E_B=2\pi\alpha^2D$ for both states. With $2\pi\alpha^2=1.349$ meV\,\AA$^3$,
\begin{align}
\text{mean field:}\quad &1.349\times1.286=1.735\ \text{meV},\\
\text{correlated:}\quad &1.349\times0.718=0.969\ \text{meV}.
\end{align}

The first number is right and the second is wrong. The contact term is correct in both states. The fault is the step from ``no current flows'' to ``the currents do not interact''. The interaction energy depends on the joint distribution of the two currents, not on their separate averages. Two quantities can each average to zero while their product does not. For a product wave function the orbital term does vanish, but this has to be shown, and the proof breaks down once the electrons are correlated.

\section{Reduction of the Breit operator}

\subsection{Small components}

Let the large-large component be $\Psi_{LL}=\psi(\mathbf r_1,\mathbf r_2)\,S$, with $\psi$ real, symmetric and normalized, and $S$ the spin singlet. Write $\Pi_a=\boldsymbol\sigma_a\cdot\mathbf p_a$. With energies measured from $2c^2$, the rest energy of the pair, the Dirac-Coulomb equations for the other components read, to leading order in $1/c$,
\begin{align}
c\,\Pi_1\Psi_{LL}-2c^2\Psi_{SL}&=0,\qquad
c\,\Pi_2\Psi_{LL}-2c^2\Psi_{LS}=0,\\
c\,\Pi_1\Psi_{LS}+c\,\Pi_2\Psi_{SL}-4c^2\Psi_{SS}&=0 .
\end{align}
The first index refers to electron 1. Hence
\begin{equation}
\Psi_{SL}=\frac{\Pi_1}{2c}\Psi_{LL},\qquad
\Psi_{LS}=\frac{\Pi_2}{2c}\Psi_{LL},\qquad
\Psi_{SS}=\frac{\Pi_1\Pi_2}{4c^2}\Psi_{LL}.
\end{equation}

Each Dirac matrix exchanges large and small components and acts as a Pauli matrix on the spin. So $B$ connects $LL$ with $SS$, and $SL$ with $LS$. All four contributions carry the factor $1/(4c^2)$. With $X=\sigma_{1i}\sigma_{2j}T_{ij}$ they add up to
\begin{align}
E_B&=-\frac{\alpha^2}{8}\big\langle X\Pi_1\Pi_2+\Pi_1\Pi_2X+\Pi_1X\Pi_2+\Pi_2X\Pi_1\big\rangle\nonumber\\
&=-\frac{\alpha^2}{8}\big\langle\{\Pi_1,\{\Pi_2,X\}\}\big\rangle ,
\label{nested}
\end{align}
where the average is now over $\psi S$.

\subsection{Separating orbit and spin}

For a function $f$ of position, use $\sigma_k\sigma_i=\delta_{ki}+i\varepsilon_{kil}\sigma_l$ and $\sigma_i\sigma_k=\delta_{ki}-i\varepsilon_{kil}\sigma_l$:
\begin{align}
\{\boldsymbol\sigma\cdot\mathbf p,\sigma_if\}
&=\sigma_k\sigma_i\,p_kf+\sigma_i\sigma_k\,fp_k\nonumber\\
&=\{p_i,f\}+i\varepsilon_{kil}\sigma_l[p_k,f]
=\{p_i,f\}+\varepsilon_{kil}\sigma_l\,\partial_kf .
\end{align}
The last step uses $[p_k,f]=-i\partial_kf$. Applying this once for each electron gives
\begin{align}
\{\Pi_1,\{\Pi_2,X\}\}={}&\{p_{1i},\{p_{2j},T_{ij}\}\}
+\varepsilon_{kil}\varepsilon_{mjn}\sigma_{1l}\sigma_{2n}\,\partial_{1k}\partial_{2m}T_{ij}\nonumber\\
&+(\text{terms linear in one spin}).
\end{align}
In a singlet $\langle\sigma_{1l}\rangle=0$, so the linear terms vanish. Since the total spin is zero, $\sigma_{2n}S=-\sigma_{1n}S$, and therefore
\begin{equation}
\langle\sigma_{1l}\sigma_{2n}\rangle=-\langle\sigma_{1l}\sigma_{1n}\rangle=-\delta_{ln}.
\label{spin}
\end{equation}

\subsection{A tensor without divergence}

Let $\partial_i$ denote the derivative with respect to $\mathbf r_1-\mathbf r_2$. Then $\partial_{1i}=\partial_i$ and $\partial_{2i}=-\partial_i$ on functions of this difference. From $\partial_i\partial_jr_{12}=(\delta_{ij}-n_in_j)/r_{12}$,
\begin{equation}
T_{ij}=\frac{2\delta_{ij}}{r_{12}}-\partial_i\partial_jr_{12},\qquad
\partial_iT_{ij}=2\,\partial_j\frac1{r_{12}}-\partial_j\nabla^2r_{12}=0,
\label{div}
\end{equation}
because $\nabla^2r_{12}=2/r_{12}$. The last relation has no delta function at the origin, so \eqref{div} holds there too.

\emph{Spin part.} Insert \eqref{spin}, replace $\partial_{2m}$ by $-\partial_m$, and use $\varepsilon_{kil}\varepsilon_{mjl}=\delta_{km}\delta_{ij}-\delta_{kj}\delta_{im}$. The two minus signs cancel, and the operator is
\begin{equation}
-\frac{\alpha^2}{8}\left(\nabla^2T_{ii}-\partial_i\partial_jT_{ij}\right)
=-\frac{\alpha^2}{8}\,\nabla^2\frac{4}{r_{12}}
=2\pi\alpha^2\,\delta(\mathbf r_1-\mathbf r_2).
\end{equation}
Here $T_{ii}=4/r_{12}$ and $\nabla^2(1/r_{12})=-4\pi\delta$. The positive sign belongs to the singlet.

\emph{Orbital part.} Because the divergence vanishes, $T_{ij}$ commutes with $p_{1i}$ and with $p_{2j}$ under the sums. Each anticommutator then gives a factor 2:
\begin{equation}
H_{oo}=-\frac{\alpha^2}{8}\cdot4\,T_{ij}\,p_{1i}p_{2j}
=-\frac{\alpha^2}{2}\,p_{1i}\,T_{ij}\,p_{2j}.
\end{equation}
Letting $p_{1i}$ act to the left on the real function $\psi$ produces the factor $(i)(-i)=1$. The complete result for the singlet ground state is
\begin{equation}
E_B=2\pi\alpha^2D+E_{oo},\qquad
E_{oo}=-\frac{\alpha^2}{2}\int\!\partial_{1i}\psi\;T_{ij}\;\partial_{2j}\psi\;d^3r_1d^3r_2 .
\label{main}
\end{equation}

\section{Where the orbital term vanishes, and where it does not}

Differentiating $\psi^2$ gives $\partial_{1i}\partial_{2j}\psi^2=2\,\partial_{1i}\psi\,\partial_{2j}\psi+2\psi\,\partial_{1i}\partial_{2j}\psi$. The ground state has no nodes, so $\ln\psi$ is defined, and
\begin{equation}
\psi^2\,\partial_{1i}\partial_{2j}\ln\psi=\psi\,\partial_{1i}\partial_{2j}\psi-\partial_{1i}\psi\,\partial_{2j}\psi .
\end{equation}
Eliminating $\psi\,\partial_{1i}\partial_{2j}\psi$ between the two relations yields
\begin{equation}
\partial_{1i}\psi\,\partial_{2j}\psi=\tfrac14\,\partial_{1i}\partial_{2j}\psi^2-\tfrac12\,\psi^2\,\partial_{1i}\partial_{2j}\ln\psi .
\end{equation}
In \eqref{main} the first term on the right drops out: integrate by parts over $\mathbf r_1$ and use $\partial_iT_{ij}=0$. What is left is
\begin{equation}
E_{oo}=\frac{\alpha^2}{4}\int\psi^2\,T_{ij}\,\partial_{1i}\partial_{2j}\ln\psi\;d^3r_1d^3r_2 .
\label{log}
\end{equation}

For a product $\psi=\varphi(\mathbf r_1)\varphi(\mathbf r_2)$ the logarithm is a sum of one-electron functions. Its mixed derivative is zero, and so is $E_{oo}$. This justifies the mean-field half of the tempting solution. In a correlated state the logarithm does not separate, and nothing makes \eqref{log} vanish.

A simple model shows the sign at short distance. Take $\psi=F(r_1)F(r_2)e^{J(r_{12})}$. Then
\begin{equation}
\partial_{1i}\partial_{2j}J=-\left[J''\,n_in_j+\frac{J'}{r_{12}}(\delta_{ij}-n_in_j)\right].
\end{equation}
Since $T_{ij}n_in_j=2/r_{12}$ and $T_{ij}(\delta_{ij}-n_in_j)=4/r_{12}-2/r_{12}=2/r_{12}$,
\begin{equation}
E_{oo}=-\frac{\alpha^2}{2}\int\frac{\psi^2}{r_{12}}\left(J''+\frac{J'}{r_{12}}\right)d^3r_1d^3r_2 .
\end{equation}
Near coalescence the kinetic energy of relative motion, $-\nabla^2$, produces $-2J'/r_{12}$, which must cancel the repulsion $1/r_{12}$. Hence $J'(0)=\tfrac12$, the term $J'/r_{12}$ dominates, and close pairs contribute negatively. The sign and size of the whole integral have to come from a calculation.

\section{The Dirac-Fock energy without expansion in $\alpha$}

The mean-field value can also be obtained from the four-component orbitals. Write them as
\begin{equation}
\phi=\frac1{\sqrt{4\pi}}\begin{pmatrix}g(r)\,\chi\\-if(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad
\int_0^\infty(g^2+f^2)\,r^2dr=1 .
\end{equation}
As an operator on the spin $\chi$, the current of one electron is
\begin{equation}
\phi^\dagger\alpha_i\phi\;\rightarrow\;-\frac{i\,gf}{4\pi}\,[\sigma_i,\boldsymbol\sigma\cdot\hat{\mathbf r}]
=\frac{gf}{2\pi}\,(\hat{\mathbf r}\times\boldsymbol\sigma)_i .
\end{equation}
It circulates around the spin direction and has no divergence. By partial integration the term $\partial_i\partial_jr_{12}$ of $T_{ij}$ then contributes nothing, and $T_{ij}$ may be replaced by $2\delta_{ij}/r_{12}$. In this state the Breit energy therefore equals the Gaunt energy, the average of $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$.

The determinant of the two $1s$ orbitals is a spin singlet in $\chi_1,\chi_2$. From \eqref{spin},
\begin{align}
\langle(\hat{\mathbf r}_1\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf r}_2\times\boldsymbol\sigma_2)\rangle
&=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\,\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle
-\langle(\hat{\mathbf r}_1\cdot\boldsymbol\sigma_2)(\hat{\mathbf r}_2\cdot\boldsymbol\sigma_1)\rangle\nonumber\\
&=(-3+1)\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2 .
\end{align}
The dipole term of $1/r_{12}$ is $(r_</r_>^2)\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$, and the double angular integral of $(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2)^2$ is $16\pi^2/3$. With $P=rg$ and $Q=rf$,
\begin{align}
E_B^{DF}&=\frac{2}{4\pi^2}\int\!\!\int(gf)_1(gf)_2\,\frac{\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2}{r_{12}}\,d^3r_1d^3r_2\nonumber\\
&=\frac83\int_0^\infty\!\!\int_0^\infty P_1Q_1P_2Q_2\,\frac{r_<}{r_>^2}\,dr_1dr_2 .
\label{DF}
\end{align}

The limit of small $\alpha$ must return the contact term. There $f=g'/(2c)$, so that $PQ=r^2(g^2)'/(4c)$. Put $\rho=g^2$ and $N(r)=\int_0^rr'^2\rho\,dr'$. The two orderings of the radii contribute equally:
\begin{align}
E_B^{DF}&\to\frac{16}{3}\cdot\frac{\alpha^2}{16}\int_0^\infty\!\rho'\left[\int_0^r r'^3\rho'(r')\,dr'\right]dr
=\frac{\alpha^2}{3}\int_0^\infty\!\rho'\,(r^3\rho-3N)\,dr\nonumber\\
&=\frac{\alpha^2}{3}\left(-\frac32+3\right)\int_0^\infty r^2\rho^2dr
=\frac{\alpha^2}{2}\int_0^\infty r^2g^4dr .
\end{align}
Both terms were integrated by parts. For $\varphi=g/\sqrt{4\pi}$ the coalescence density is $D=\int\varphi^4d^3r=\frac1{4\pi}\int r^2g^4dr$, so the result is $2\pi\alpha^2D$, as required.

\section{Numbers}

\textbf{Mean field.} Formula \eqref{DF} with self-consistent Dirac-Fock orbitals gives
\begin{equation}
E_B^{DF}=1.7355\ \text{meV}\quad(63.8\ \text{microhartree}).
\end{equation}
The contact term with the Hartree-Fock density gives 1.7354 meV. The two differ by less than one part in a thousand, as expected for corrections of relative order $(Z\alpha)^2\approx2\times10^{-4}$.

\textbf{Correlated state.} A Hylleraas expansion with 161 terms gives $E_{oo}=-0.202$ meV. Therefore
\begin{equation}
E_B=0.969-0.202=0.767\ \text{meV}\quad(28.2\ \text{microhartree}).
\end{equation}
The tempting value, 0.969 meV, is too large by about 26 percent of the correct one. In the numerical check the original operator \eqref{B}, applied with explicit Dirac matrices to all components of the correlated function, agrees with \eqref{main}.

\textbf{Accuracy of $D$.} The density at coalescence is read off where the expansion converges slowly: 34, 95 and 161 terms give 0.7215, 0.7187 and 0.7182 \AA$^{-3}$. A second route uses all of space. Since $\nabla_a^2(1/r_{12})=-4\pi\delta(\mathbf r_1-\mathbf r_2)$ for each electron $a$, two partial integrations give
\begin{equation}
-8\pi D=\int\frac{1}{r_{12}}\sum_a\nabla_a^2\psi^2
=\int\frac{1}{r_{12}}\sum_a\left(2|\nabla_a\psi|^2+2\psi\nabla_a^2\psi\right).
\end{equation}
The nonrelativistic Schr\"odinger equation with potential energy $V$ supplies $\sum_a\nabla_a^2\psi=-2(E-V)\psi$, and
\begin{equation}
D=\frac1{4\pi}\int\frac{1}{r_{12}}\Big[2(E-V)\psi^2-\sum_a|\nabla_a\psi|^2\Big].
\end{equation}
This gives 0.7177 \AA$^{-3}$. The two values differ by less than 0.1 percent of $D$, which moves the contact energy by less than 0.001 meV. The last digit of 0.969 meV is affected: the second density, which longer expansions also approach at coalescence, gives 0.968 meV. The Breit energy remains 0.767 meV to three digits.

\section{What correlation does}

Correlation lowers the Breit energy from 1.735 to 0.767 meV, to 44 percent of its mean-field value. Of the reduction of 0.97 meV, 0.77 meV comes from the contact term. The electrons avoid each other, and $D$ falls to 56 percent of its Hartree-Fock value. The other 0.20 meV is the orbit-orbit energy, about a fifth of the reduction, which the mean field lacks altogether.

Correlation between the motions of the two electrons also appears in their momenta. For the product state $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0$. In the correlated state $\langle\mathbf p_1\cdot\mathbf p_2\rangle/m_e=4.33$ eV, with $m_e$ the electron mass. Neither electron has a mean current, yet their momenta are parallel more than antiparallel. This average alone does not fix the sign of $E_{oo}$, because $T_{ij}$ weights the momenta by $1/r_{12}$ and by the direction of the line joining the electrons. In the form \eqref{main} the $\delta_{ij}$ part of $T_{ij}$ contributes $-0.51$ meV and the $n_in_j$ part $+0.31$ meV, which leaves $-0.20$ meV. Most of each part is not due to correlation. For the product state a partial integration gives $-\pi\alpha^2D/2$ for the $\delta_{ij}$ part, so the two parts are $-0.43$ and $+0.43$ meV and cancel. Neither part is free of divergence by itself, so the split changes with the order of the operators, and only the sum has a fixed meaning.

For helium-like ions of larger nuclear charge $Z$, with $Z\alpha$ still small, correlation matters less. Measured in lengths of order $1/Z$, the electron repulsion is a perturbation of relative order $1/Z$, and the ground state approaches a product of hydrogenic orbitals. For these $\varphi^2=Z^3e^{-2Zr}/\pi$ and
\begin{equation}
D=\int\varphi^4d^3r=\frac{Z^6}{\pi^2}\cdot\frac{8\pi}{(4Z)^3}=\frac{Z^3}{8\pi}.
\end{equation}
The contact energy thus grows as $\alpha^2Z^3/4$, while both effects of correlation are smaller by a factor of order $1/Z$.

Formula \eqref{main} fails when $Z\alpha$ is not small, because the small components then need more than their leading term. For a triplet the spatial function vanishes at coalescence, so $D=0$, and the spin averages change: $\langle\sigma_{1l}\sigma_{2n}\rangle$ has a scalar part $\delta_{ln}/3$ and a traceless part, and $\langle\sigma_{1l}\rangle$ need not vanish. The scalar part only rescales the contact term, which is zero. In a triplet $S$ state the traceless part and the terms linear in one spin average to zero over the spatial function, which has no orbital angular momentum, so \eqref{main} still holds, with $E_B=E_{oo}$. In a triplet with nonzero orbital angular momentum these terms do not vanish in general, and \eqref{main} is then incomplete.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant alpha: 0.00729735 (no unit)
basis exponent zeta: 3.5905 1/angstrom
number of orbital basis functions: 10
terms in the three pair expansions: 34, 95, 161
Hartree-Fock total energy: -77.87028 eV
Dirac-Fock total energy: -77.87391 eV
correlated total energy, 95 terms: -79.01435 eV
correlated total energy, 161 terms: -79.01436 eV
contact factor 2 pi alpha^2: 1.34916 meV angstrom^3
coalescence density, Hartree-Fock: 1.2863 1/angstrom^3
  the same in atomic units: 0.1906 1/bohr^3
coalescence density, 34 terms: 0.7215 1/angstrom^3
coalescence density, 95 terms: 0.7187 1/angstrom^3
coalescence density, 161 terms: 0.7182 1/angstrom^3
  the same in atomic units: 0.1064 1/bohr^3
coalescence density, integral identity: 0.7177 1/angstrom^3
ratio of coalescence densities, correlated/HF: 0.5584
contact energy, Hartree-Fock density: 1.7354 meV
orbit-orbit energy, Hartree-Fock, size: 6.6e-16 meV
Dirac-Fock Breit energy, radial formula: 1.7355 meV
Dirac-Fock Breit energy, Dirac matrices: 1.7355 meV
Dirac-Fock Gaunt energy, Dirac matrices: 1.7355 meV
  Dirac-Fock Breit energy: 63.78 microhartree
contact energy, correlated: 0.9689 meV
orbit-orbit energy, correlated: -0.2016 meV
correlated Breit energy, derived formula: 0.7674 meV
correlated Breit energy, Dirac matrices: 0.7674 meV
correlated Breit energy, 95 terms: 0.7680 meV
  correlated Breit energy: 28.20 microhartree
  correlated contact part: 35.61 microhartree
  correlated orbit-orbit part: -7.41 microhartree
change of contact energy by correlation: -0.7664 meV
change of Breit energy by correlation: -0.9681 meV
ratio of Breit energies, correlated/Dirac-Fock: 0.4422
<p1.p2>/electron mass, correlated: 4.3285 eV
\end{verbatim}
